How valley transfer softens C44 but not C11−C12 in n-type germanium

**1. Result**

The conduction electrons of n-type germanium occupy four equivalent valleys, whose axes lie along the <111> directions. A slow strain that makes these valleys unequal in energy causes electrons to move from the raised valleys to the lowered ones. At fixed electron density n, this changes the elastic constants by

δC44 = −(Ξ_u²/9) X,  δ(C11−C12) = 0,  X = (∂n/∂ζ)_T.

Ξ_u is the shear deformation potential, and ζ is the chemical potential measured from the unstrained valley edge. For a dilute (Maxwell) electron gas X = n/kT, so the softening is nΞ_u²/(9kT). The zero holds for four valleys that shift rigidly and linearly with strain; section 8 estimates what a real crystal adds.

**2. Assumptions and conventions**

The strain ε is homogeneous, the donors are ionised, and charge neutrality fixes n. Densities and energy densities refer to the unstrained volume. The strain is slow enough for the valleys to reach mutual equilibrium; section 6 relaxes this condition.

The engineering shear strains are γ_xy = 2ε_xy and its partners. The elastic energy density of a cubic crystal under shear is

½C44(γ_yz² + γ_zx² + γ_xy²).

Under diagonal strain it is

½C11(ε_xx² + ε_yy² + ε_zz²) + C12(ε_xxε_yy + ε_yyε_zz + ε_zzε_xx).

If tr ε = 0, squaring the trace shows that the bracket after C12 equals −½(ε_xx² + ε_yy² + ε_zz²). The energy is then ½(C11−C12)Σε_jj², so a traceless diagonal strain measures C11−C12.

**3. How strain moves the valleys**

A valley with unit axis a_i has one preferred direction. The energy shift linear in strain that respects this axis is

δE_i = Ξ_d tr ε + Ξ_u a_i·ε·a_i.

The four axes are (1,1,1)/√3, (1,1,−1)/√3, (1,−1,1)/√3 and (−1,1,1)/√3. Every squared component is 1/3, and each off-diagonal strain appears twice in a_i·ε·a_i. Hence

a_i·ε·a_i = (1/3) tr ε + (1/3)(s_yz γ_yz + s_zx γ_zx + s_xy γ_xy).

The signs s are products of the signs of the axis components:

valley 1: s_yz = +, s_zx = +, s_xy = +
valley 2: s_yz = −, s_zx = −, s_xy = +
valley 3: s_yz = −, s_zx = +, s_xy = −
valley 4: s_yz = +, s_zx = −, s_xy = −

Diagonal strain enters through its trace alone, and equally for all four valleys. Symmetry gives the reason. A threefold rotation about a valley's own axis leaves the valley in place and permutes ε_xx, ε_yy and ε_zz. A linear shift must therefore weight the three equally. Shear does distinguish the valleys: γ_xy raises two and lowers two.

**4. Transfer and its energy**

Let f(n_i) be the free energy density of the electrons in one valley, measured from that valley's edge. The total is

F = Σ_i [n_i δE_i + f(n_i)], with Σ_i n_i = n.

By definition f′ = ζ, so f″ = 1/D with D = dn_i/dζ = X/4 for each of the four equal valleys. Minimising F with a multiplier μ for the fixed sum gives

δE_i + f′(n_i) = μ.

Write n_i = n/4 + δn_i and expand to first order:

δE_i + δn_i/D = δμ.

Summing over i and using Σδn_i = 0 gives δμ = m, where m is the mean of the four shifts. Therefore

δn_i = −D(δE_i − m).

Now expand F to second order:

δF = Σ(n/4)δE_i + Σδn_i δE_i + ζΣδn_i + Σδn_i²/(2D).

The first term is nm, and the third vanishes. In the second, δE_i may be replaced by δE_i − m, again because Σδn_i = 0. It equals −DΣ(δE_i − m)², and the last term returns half of this:

δF = nm − ½D Σ(δE_i − m)².

Second-order corrections to δn_i do not alter this result, because F is stationary at equilibrium.

The term nm = n(Ξ_d + Ξ_u/3) tr ε is linear in strain. It is a stress, not a stiffness. The stiffness comes from the second term, which is negative because the electrons lower their energy by moving.

*Shear.* The column sums of the sign table vanish, so shear leaves m unchanged. The product of any two different columns also sums to zero over the valleys, so the cross terms such as γ_yzγ_zx cancel. Each squared sign contributes 1, four times:

Σ(δE_i − m)² = (4Ξ_u²/9)(γ_yz² + γ_zx² + γ_xy²).

With D = X/4,

δF = nm − ½(Ξ_u²X/9)(γ_yz² + γ_zx² + γ_xy²).

Comparison with the elastic energy gives δC44 = −Ξ_u²X/9.

*Diagonal strain.* All δE_i equal m, so no electrons move and δF = nm. Since nm is linear, C11 and C12 each receive no transfer term, and neither does their difference.

*Density not fixed.* Suppose instead that a reservoir held the chemical potential fixed. The mean shift would then change n, and the grand potential would gain −½X(Ξ_d + Ξ_u/3)²(tr ε)². Since (tr ε)² contains the squares once and the cross products twice, C11 and C12 would both fall by X(Ξ_d + Ξ_u/3)². Their difference would still not change, nor would δC44, because shear has no mean shift.

**5. The response X and its limits**

Let a valley have masses m_l along its axis and m_t across it. Scaling each component of k by √(2m_j kT)/ħ turns the ellipsoid into a sphere, and the volume element acquires the factor √(m_l m_t²). The density thus depends on the masses through m_d = (m_l m_t²)^(1/3):

n = 4N_v F_{1/2}(η),  N_v = 2(m_d kT/2πħ²)^{3/2},  η = ζ/kT.

The Fermi–Dirac integrals are

F_j(η) = (1/Γ(j+1)) ∫₀^∞ x^j dx/(1 + e^{x−η}).

Integration by parts gives dF_{1/2}/dη = F_{−1/2}, so

X = 4N_v F_{−1/2}(η)/kT = (n/kT) F_{−1/2}/F_{1/2}.

For η ≪ −1 both integrals tend to e^η. Then X = n/kT and

δC44 = −nΞ_u²/(9kT).

At zero temperature n ∝ ζ^{3/2}, with ζ equal to the Fermi energy E_F. Then X = 3n/(2E_F) and

δC44 = −nΞ_u²/(6E_F).

For independent electrons the Maxwell formula overestimates the softening at any degeneracy. With f the occupation, X is the sum of f(1−f)/kT over states, whereas n/kT is the sum of f/kT.

**6. Strain that is not slow**

Out of equilibrium each valley has its own chemical potential, displaced by δμ_i = δE_i + δn_i/D. Any two of the four valleys are related by symmetry in the same way, so one coefficient K describes all the flows between them:

dδn_i/dt = −K Σ_j(δμ_i − δμ_j) = −4K(δμ_i − mean of δμ).

Because Σδn_i = 0, the mean of δμ is m. Hence

dδn_i/dt = −[δn_i + D(δE_i − m)]/τ,  τ = D/(4K).

For a strain varying as e^{iωt}, the transfer is its static value divided by 1 + iωτ. The electronic shear stress is Σn_i ∂δE_i/∂γ_xy = (Ξ_u/3)Σs_xy δn_i, which is proportional to the transfer. The complex stiffness change is therefore

δC44/(1 + iωτ) = δC44(1 − iωτ)/(1 + ω²τ²).

The real part is the softening that remains. The imaginary part is positive, since δC44 is negative, and equals |δC44| ωτ/(1 + ω²τ²). This is the loss modulus. For ωτ ≫ 1 the populations cannot follow and the softening disappears.

As a test, nonlinear hopping-rate equations for a Maxwell gas were integrated in time. At ωτ = 3 they gave a storage part of −0.1000 and a loss part of 0.3000, in units of |δC44|, as the formula requires.

A sound wave is not homogeneous. The result applies to it if the wavelength is long compared with the distance electrons diffuse in the time τ.

**7. Worked example**

Take round values typical of heavily doped n-type germanium: n = 10¹⁹ cm⁻³, T = 300 K, Ξ_u = 16 eV, m_l = 1.6 and m_t = 0.08 free-electron masses, and a lattice C44 of 67 GPa.

*Electron gas.* The mass m_d is 0.217 and N_v = 2.54×10¹⁸ cm⁻³. The density condition requires F_{1/2} = 10¹⁹/(4 × 2.539×10¹⁸) = 0.985, which gives η = 0.328 and F_{−1/2} = 0.735. With kT = 25.85 meV,

X = (10¹⁹ cm⁻³/0.02585 eV) × 0.747 = 2.89×10²⁰ cm⁻³/eV.

*Populations.* A shear γ_xy = 10⁻⁴ shifts the valleys by ±Ξ_uγ_xy/3 = ±0.533 meV. Each raised valley loses

(X/4) × 0.533 meV = 3.85×10¹⁶ cm⁻³,

which is 1.5 % of its 2.5×10¹⁸ cm⁻³. Each lowered valley gains the same amount.

*Modulus.*

δC44 = −(256 eV²/9) × 2.89×10²⁰ cm⁻³/eV = −8.22×10²¹ eV/cm³ = −1.32 GPa.

This is 2.0 % of the lattice C44. A shear wave governed by C44 has a speed proportional to √C44, so it slows by 1.0 %.

As a test, the free energy was computed at small finite strains with the populations solved without linearisation, and then differentiated twice numerically. It gives −1.3166 GPa, the same as the formula to the digits printed, and 0.0 Pa for the change of C11−C12. This zero follows directly from the assumed shift law, which moves all four valleys equally under diagonal strain.

*Reading the number.* The Maxwell formula would give −1.76 GPa and the degenerate formula −2.21 GPa. The model value is smaller in size than both. Neither limit is accurate here, because kT (25.9 meV) and E_F (30.9 meV) are comparable. At 77 K and the same density the model gives −2.11 GPa, close to the degenerate limit. At 300 K the softening is 0.018 GPa for 10¹⁷ cm⁻³ and 0.170 GPa for 10¹⁸ cm⁻³, nearly proportional to n. The next factor of ten in density raises it by a factor of only 7.7, because of degeneracy.

*A case with the opposite outcome.* Put the valleys along <100>, keeping Ξ_u and X fixed. There are now three axes, each with response X/3. Shear gives a_i·ε·a_i = 0, so C44 is unchanged. Traceless diagonal strain gives δE_j = Ξ_u ε_jj, and

δF = −½(X/3)Ξ_u² Σε_jj²,  δ(C11−C12) = −Ξ_u²X/3 = −3.95 GPa.

The numerical free energy gives the same value. For valleys that shift linearly with strain, their orientation decides which shear modulus receives the transfer term. In real silicon, whose valleys lie along <100>, C44 also softens, because shear mixes two conduction bands near the zone boundary and lowers a valley at second order; at 10¹⁹ cm⁻³ local pseudopotential models put this at −90 to −150 MPa, 6 to 10 % of the transfer term in C11−C12.

**8. What the model leaves out**

*Exchange, for C44.* In the unscreened estimate this is the largest of the corrections sized here. Electrons of equal spin in one valley avoid each other, which lowers their energy and favours unequal populations. For an isotropic valley of mass m_d, write W = e²/(4πε₀ε_r), λ = h/√(2πm_d kT) and C(r) = ∫₀^∞ cos(kr) f dk. The one-particle density matrix for each spin is ρ = −C′(r)/(2π²r), and the Hartree–Fock exchange energy density is

e_x = −4πW ∫₀^∞ r ρ² dr.

Since f depends on λ²k²/4π − η, ∂f/∂η = −(2π/λ²k) ∂f/∂k, and one integration by parts gives ∂ρ/∂η = C/(πλ²). Then

de_x/dη = (4W/π²λ²) ∫₀^∞ C C′ dr = −(2W/π²λ²) C(0)².

With C(0) = πF_{−1/2}/λ this is −2W F_{−1/2}²/λ⁴. The valley density is 2F_{1/2}/λ³, whose derivative is 2F_{−1/2}/λ³. Dividing gives the exchange part of the chemical potential,

μ_x = −W F_{−1/2}(η)/λ.

It adds dμ_x/dn_i = −S/D to the term 1/D in the equilibrium condition, where S = (W/λkT) dF_{−1/2}/dη. The transfer, and with it δC44, is multiplied by 1/(1 − S). For ε_r = 16 this factor is 1.185, which would move δC44 from −1.32 to −1.56 GPa. This is an upper estimate. For the anisotropic valleys of the example, rescaling k to a sphere multiplies S by the angular average of 1/r, 0.84, and the factor becomes 1.15. Screening weakens the effect further: the Thomas–Fermi length, 1.75 nm, is short against λ = 9.2 nm, and a statically screened interaction gives a factor of only 1.04 to 1.05. Static screening probably removes too much: at zero temperature, for isotropic valleys at this density, the factor is 1.24 unscreened, 1.075 with static screening and 1.12 with random-phase correlation. At 300 K the random-phase factor for isotropic valleys is 1.06, only slightly above the statically screened value.

*Smaller corrections to C44.* A nonparabolicity of 0.3 eV⁻¹ increases the softening by 1.3 %. For a pure shear γ_xy = 10⁻³ the ratio of electronic stress to strain is 0.6 % smaller than in the linear theory. A trigonal shear γ_yz = γ_zx = γ_xy shifts the valleys in the ratio 3 : −1 : −1 : −1, so its correction is of first order in the strain: the ratio of electronic stress to strain is 13 % smaller at +10⁻³ and 10 % larger at −10⁻³. At 10 MHz with an assumed τ of 10 ps, ωτ = 6.3×10⁻⁴, so the slow limit holds well. The loss modulus is then 1.2×10⁻⁵ of C44.

*Corrections to C11−C12.* Several effects spoil the exact zero; three are estimated first.

First, some electrons are thermally excited into higher valleys along <100>. With rough values of 0.18 eV for their offset, 9 eV for their Ξ_u and m_d = 0.33 for each of the six valleys, they hold 0.4 % of the electrons. The formula of section 7, with X for these valleys, gives −6 MPa. A heavier mass of m_d = 0.48 would give 0.7 % and −11 MPa.

Second, strain mixes the valley state with a higher band. Under diag(e, −e, 0) the elastic energy is (C11−C12)e². A coupling Me across a gap G lowers each electron by M²e²/G, so δ(C11−C12) = −nM²/G. The assumed values M = 5 eV and G = 4 eV give −10 MPa, but M is poorly known and enters squared, and the part of the strain Hamiltonian that is itself of order e² is left out. Local empirical pseudopotential models of germanium give M of 14 to 15 eV, G near 3.3 eV and a full shift of −40e² to −55e² eV, which is about −65 to −90 MPa; the choice of form factor moves this by up to about 30 %, and raising the basis from 90 to 230 plane waves by about 1 %.

Third, the linear term nm is a stress of −4 MPa for Ξ_d = −8 eV. It slightly changes the lattice volume, and so alters the shear moduli C11−C12 and C44 by a few MPa, their pressure derivatives being of order one; C11 and C12 separately have derivatives near 4 to 5 and move by about 20 MPa.

The first and third are about 1 % or less of |δC44|. The second lies between about 1 % and 7 % on the estimates above, so together they may reach about one part in 10³ of a lattice C11−C12 of 80 GPa.

*The real material.* A density of 10¹⁹ cm⁻³ is high for germanium but within the range of heavy doping; at lower doping the softening falls as shown above. Of the assumptions that real samples break and that are sized here, independence of the electrons matters most for δC44 at small strain, at 15 to 19 % in the unscreened estimate and about 4 to 5 % with static screening, with the true value probably between the two and, at 300 K, nearer the lower. In local pseudopotential models the change of the valley masses with strain alters δC44 by about 1 % and C11−C12 by about 1 MPa, and the second-order shift of the valley edge under shear alters δC44 by less than 1 %. Two effects are not sized: the direct action of donor atoms on the lattice bonds and the disorder they cause in the band edge. The first can alter C11−C12 as well as C44, so a measured change of C11−C12 on doping would not by itself contradict the result derived here. The values of the worked example are in the numerical output below.

Calculated quantities

```
Inputs (round, rough values typical of n-type Ge)
density n = 1.0e+19 cm^-3; T = 300 K
Xi_u = 16.0 eV; Xi_d = -8.0 eV
m_l = 1.60, m_t = 0.08 (free electron masses)
lattice C44 = 67 GPa
lattice C11-C12 = 80 GPa
Electron gas
kT = 25.852 meV; m_d = 0.2172 free electron masses
N_v per valley = 2.5393e+18 cm^-3
eta = 0.3278; zeta = 8.474 meV
F_1/2 = 0.9845; F_-1/2 = 0.7353
X = 2.8891e+20 cm^-3/eV; X kT/n = 0.7469
Populations at gamma_xy = 1e-04
shift of raised valleys = 0.5333 meV
shift of lowered valleys = -0.5333 meV
raised valley density = 2.46148e+18 cm^-3
lowered valley density = 2.53852e+18 cm^-3
linear transfer per valley = 3.8521e+16 cm^-3
Main results
dC44 formula = -1.3166 GPa
dC44 from free energy = -1.3166 GPa
|d(C11-C12)| from free energy = 0.0e+00 Pa
dC44/C44 = -1.965 %
shear velocity change = -0.987 %
dC44 Maxwell limit = -1.7628 GPa
E_F at zero temperature = 30.931 meV
dC44 degenerate limit = -2.2101 GPa
dC44 at 1e+17 cm^-3, 300 K = -0.0176 GPa
dC44 at 1e+18 cm^-3, 300 K = -0.1704 GPa
dC44 at 1e+19 cm^-3, 77 K = -2.1096 GPa
Control with <100> valleys, same Xi_u and X
d(C11-C12) from free energy = -3.950 GPa
d(C11-C12) formula = -3.950 GPa
|dC44| from free energy = 0.0e+00 Pa
Relaxation: storage and loss in units of |static dC44|
omega tau = 0.3: storage -0.9174, loss 0.2752
omega tau = 3.0: storage -0.1000, loss 0.3000
Neglected effects on C44
exchange, eps_r = 16: dC44 times 1.185
nonparabolicity 0.3 /eV: dC44 by 1.29 %
amplitude gamma = 1e-03: dC44 by -0.59 %
f = 10 MHz, tau = 10 ps: omega tau = 6.28e-04
loss modulus / C44 = 1.23e-05
Neglected effects on C11-C12
<100> valleys: offset 0.18 eV, Xi_u 9.0 eV, m_d 0.330
share of electrons there = 0.375 %
their d(C11-C12) = -6.27 MPa
band repulsion: coupling 5.0 eV, gap 4.0 eV
its d(C11-C12) = -10.01 MPa
dilation potential = -2.667 eV
dilation stress = -4.27 MPa
```
